# Why DFT+U energies at different U cannot be subtracted directly: a numerical check

```python
"""
Result under test: for a self-consistent DFT+U-type energy
    E_U = E_0 + (U/2) sum_spin Tr[n - n n],
the slope dE/dU is P = (1/2) sum_spin Tr[n(1-n)] >= 0, so a change of U
shifts the energy by the integral of P, which differs between compounds.

Symbols (energies in eV):
  U      effective Hubbard parameter
  n      occupation (matrix) of the metal orbitals for one spin
  P      penalty per unit U, dimensionless
  delta  metal level minus ligand level
  t      metal-ligand hopping
The small model has one metal and one ligand orbital and one electron pair.
The larger cluster has two metal and three ligand orbitals, unequal spins,
and a Hartree-like energy K N_d^2 / 2, N_d being the metal electron number.
"""
import numpy as np
from scipy.optimize import minimize_scalar
from scipy import constants


def minimum_energy(U, delta, t):
    """Global minimum over the mixing angle of the doubly filled orbital."""
    def energy(angle):
        metal, ligand = np.sin(angle), np.cos(angle)
        n = metal**2
        one_spin = delta*n - 2*t*metal*ligand + 0.5*U*(n - n**2)
        return 2*one_spin
    angles = np.linspace(0, np.pi/2, 2001)
    best = angles[np.argmin(energy(angles))]
    width = 2*(angles[1] - angles[0])
    found = minimize_scalar(energy, bounds=(best - width, best + width),
                            method="bounded", options={"xatol": 1e-11})
    return found.fun


def scf_occupation(U, delta, t):
    """Metal occupation per spin from self-consistent diagonalization."""
    n = 0.0
    for _ in range(2000):
        level = delta + 0.5*U*(1 - 2*n)
        _, vectors = np.linalg.eigh(np.array([[0.0, -t], [-t, level]]))
        new = vectors[1, 0]**2
        if abs(new - n) < 1e-13:
            return new
        n = 0.5*(n + new)
    raise RuntimeError("two-orbital iteration did not converge")


def penalty(U, delta, t):
    n = scf_occupation(U, delta, t)
    return n*(1 - n)


def cluster(U, K=1.0):
    """Spin-polarized cluster: energy, metal occupation matrices."""
    h = np.diag([-0.5, 1.5, -3.0, -2.5, 4.0])
    for i, j, hop in [(0, 2, 0.9), (1, 2, 0.7), (0, 3, -0.5),
                      (1, 3, 0.8), (0, 4, 0.4), (1, 4, 0.6)]:
        h[i, j] = h[j, i] = hop
    electrons = (3, 2)
    occ = [np.zeros((2, 2)), np.zeros((2, 2))]
    for _ in range(3000):
        N_d = sum(np.trace(n) for n in occ)
        densities = []
        for n, count in zip(occ, electrons):
            f = h.copy()
            f[:2, :2] += K*N_d*np.eye(2) + 0.5*U*(np.eye(2) - 2*n)
            _, c = np.linalg.eigh(f)
            densities.append(c[:, :count] @ c[:, :count].T)
        new = [d[:2, :2] for d in densities]
        change = max(np.abs(a - b).max() for a, b in zip(new, occ))
        if change < 1e-12:
            N_d = sum(np.trace(n) for n in new)
            E = sum(np.trace(h @ d) for d in densities) + 0.5*K*N_d**2
            E += 0.5*U*sum(np.trace(n - n @ n) for n in new)
            return E, new
        occ = [0.5*(a + b) for a, b in zip(new, occ)]
    raise RuntimeError("cluster iteration did not converge")


# General matrix result with a nonlinear base energy
U_cluster, step = 3.0, 1e-3
_, occ = cluster(U_cluster)
P_cluster = 0.5*sum(np.trace(n @ (np.eye(2) - n)) for n in occ)
slope_cluster = (cluster(U_cluster + step)[0]
                 - cluster(U_cluster - step)[0])/(2*step)
eigenvalues = np.concatenate([np.linalg.eigvalsh(n) for n in occ])
assert abs(slope_cluster - P_cluster) < 1e-6
assert max(abs(n[0, 1]) for n in occ) > 1e-3
assert eigenvalues.min() > -1e-12 and eigenvalues.max() < 1 + 1e-12
assert 0 <= P_cluster <= 2/4

# Compounds of the same metal and ligand
delta, U1, U2 = 3.0, 0.0, 4.0
hopping = {"ion": 0.0, "A": 0.5, "C": 1.0, "B": 1.5}
nodes, weights = np.polynomial.legendre.leggauss(12)
U_nodes = 0.5*(U1 + U2) + 0.5*(U2 - U1)*nodes
offset, integral, rows = {}, {}, []
for name, t in hopping.items():
    E1, E2 = minimum_energy(U1, delta, t), minimum_energy(U2, delta, t)
    P1, P2 = penalty(U1, delta, t), penalty(U2, delta, t)
    offset[name] = E2 - E1
    integral[name] = 0.5*(U2 - U1)*sum(
        w*penalty(U, delta, t) for w, U in zip(weights, U_nodes))
    assert abs(offset[name] - integral[name]) < 1e-8
    for U in (1.0, 3.0):
        slope = (minimum_energy(U + step, delta, t)
                 - minimum_energy(U - step, delta, t))/(2*step)
        assert abs(slope - penalty(U, delta, t)) < 1e-7
    # concavity bounds on the finite shift
    assert P2*(U2 - U1) - 1e-9 <= offset[name] <= P1*(U2 - U1) + 1e-9
    rows.append((name, t, scf_occupation(U1, delta, t),
                 scf_occupation(U2, delta, t), P1, P2, E1, E2))
assert abs(offset["ion"]) < 1e-9
assert offset["A"] < offset["C"] < offset["B"]


def weak_offset(t):
    return 2*t**2*(1/(delta + U1/2) - 1/(delta + U2/2))


t_weak = 0.02
weak_full = minimum_energy(U2, delta, t_weak) - minimum_energy(U1, delta, t_weak)
assert abs(weak_full/weak_offset(t_weak) - 1) < 1e-3

# Equal levels: half filling gives the same shift for different hoppings
equal_level_shifts = []
for t in (1.5, 3.0):
    E_equal = minimum_energy(U2, 0.0, t)
    assert abs(E_equal - (-2*t + U2/4)) < 1e-9
    equal_level_shifts.append(E_equal - minimum_energy(U1, 0.0, t))
assert abs(equal_level_shifts[0] - equal_level_shifts[1]) < 1e-9

# Conversion of polymorph A into polymorph B
repulsion_B = 0.72


def conversion(U_A, U_B):
    return (minimum_energy(U_B, delta, hopping["B"]) + repulsion_B
            - minimum_energy(U_A, delta, hopping["A"]))


same_low, same_high = conversion(U1, U1), conversion(U2, U2)
mixed, reverse_mixed = conversion(U1, U2), conversion(U2, U1)
# bookkeeping uses shifts integrated from the separate SCF penalties
assert abs(mixed - same_high - integral["A"]) < 1e-8
assert abs(mixed - same_low - integral["B"]) < 1e-8
assert same_low < 0 and same_high < 0 and mixed > 0
slope_conversion = (conversion(2 + step, 2 + step)
                    - conversion(2 - step, 2 - step))/(2*step)
penalty_difference = (penalty(2, delta, hopping["B"])
                      - penalty(2, delta, hopping["A"]))
assert abs(slope_conversion - penalty_difference) < 1e-7
calibrated = mixed - offset["C"]
assert abs(calibrated - same_low) > 0.05
kJ_per_mol = constants.e*constants.N_A/1000

print(f"Level separation delta = {delta:.2f} eV")
print(f"Two values of U: U1 = {U1:.2f} eV, U2 = {U2:.2f} eV")
print(f"U-independent repulsion in B = {repulsion_B:.2f} eV")
for name, t, n1, n2, P1, P2, E1, E2 in rows:
    print(f"Compound {name}: hopping t = {t:.2f} eV")
    print(f"  occupation per spin: {n1:.5f} at U1, {n2:.5f} at U2")
    print(f"  penalty P (no unit): {P1:.5f} at U1, {P2:.5f} at U2")
    print(f"  energy without repulsion: {E1:.5f} eV at U1, {E2:.5f} eV at U2")
    print(f"  shift from energies = {offset[name]:.5f} eV")
    print(f"  shift from integral of P = {integral[name]:.5f} eV")
    print(f"  frozen estimate P(U1)*(U2-U1) = {P1*(U2-U1):.5f} eV")
print(f"Weak-hybridization shift for A = {weak_offset(hopping['A']):.5f} eV")
print(f"Weak-hybridization shift for B = {weak_offset(hopping['B']):.5f} eV")
print(f"E_B(U1) - E_A(U1) = {same_low:.5f} eV")
print(f"E_B(U2) - E_A(U2) = {same_high:.5f} eV")
print(f"E_B(U2) - E_A(U1) = {mixed:.5f} eV")
print(f"  the same in kJ/mol = {mixed*kJ_per_mol:.2f} kJ/mol")
print(f"E_B(U1) - E_A(U2) = {reverse_mixed:.5f} eV")
print(f"Mixed value after subtracting shift of C = {calibrated:.5f} eV")
print(f"  error against common U1 = {calibrated - same_low:.5f} eV")
print(f"Slope of E_B - E_A at common U = 2 eV: {slope_conversion:.5f}")
print(f"  P_B - P_A there = {penalty_difference:.5f}")
print(f"Equal levels, t = 1.5 eV: shift = {equal_level_shifts[0]:.5f} eV")
print(f"Equal levels, t = 3.0 eV: shift = {equal_level_shifts[1]:.5f} eV")
print(f"Cluster at U = {U_cluster:.1f} eV: dE/dU = {slope_cluster:.6f}")
print(f"  cluster penalty P = {P_cluster:.6f}")
print(f"  occupation eigenvalues from {eigenvalues.min():.4f}"
      f" to {eigenvalues.max():.4f}")
print("tests ok")
```

Output:

```
Level separation delta = 3.00 eV
Two values of U: U1 = 0.00 eV, U2 = 4.00 eV
U-independent repulsion in B = 0.72 eV
Compound ion: hopping t = 0.00 eV
  occupation per spin: 0.00000 at U1, 0.00000 at U2
  penalty P (no unit): 0.00000 at U1, 0.00000 at U2
  energy without repulsion: 0.00000 eV at U1, 0.00000 eV at U2
  shift from energies = 0.00000 eV
  shift from integral of P = 0.00000 eV
  frozen estimate P(U1)*(U2-U1) = 0.00000 eV
Compound A: hopping t = 0.50 eV
  occupation per spin: 0.02566 at U1, 0.00986 at U2
  penalty P (no unit): 0.02500 at U1, 0.00976 at U2
  energy without repulsion: -0.16228 eV at U1, -0.09940 eV at U2
  shift from energies = 0.06288 eV
  shift from integral of P = 0.06288 eV
  frozen estimate P(U1)*(U2-U1) = 0.10000 eV
Compound C: hopping t = 1.00 eV
  occupation per spin: 0.08397 at U1, 0.03777 at U2
  penalty P (no unit): 0.07692 at U1, 0.03635 at U2
  energy without repulsion: -0.60555 eV at U1, -0.39056 eV at U2
  shift from energies = 0.21499 eV
  shift from integral of P = 0.21499 eV
  frozen estimate P(U1)*(U2-U1) = 0.30769 eV
Compound B: hopping t = 1.50 eV
  occupation per spin: 0.14645 at U1, 0.07895 at U2
  penalty P (no unit): 0.12500 at U1, 0.07272 at U2
  energy without repulsion: -1.24264 eV at U1, -0.85340 eV at U2
  shift from energies = 0.38924 eV
  shift from integral of P = 0.38924 eV
  frozen estimate P(U1)*(U2-U1) = 0.50000 eV
Weak-hybridization shift for A = 0.06667 eV
Weak-hybridization shift for B = 0.60000 eV
E_B(U1) - E_A(U1) = -0.36036 eV
E_B(U2) - E_A(U2) = -0.03399 eV
E_B(U2) - E_A(U1) = 0.02888 eV
  the same in kJ/mol = 2.79 kJ/mol
E_B(U1) - E_A(U2) = -0.42324 eV
Mixed value after subtracting shift of C = -0.18611 eV
  error against common U1 = 0.17426 eV
Slope of E_B - E_A at common U = 2 eV: 0.08158
  P_B - P_A there = 0.08158
Equal levels, t = 1.5 eV: shift = 1.00000 eV
Equal levels, t = 3.0 eV: shift = 1.00000 eV
Cluster at U = 3.0 eV: dE/dU = 0.045967
  cluster penalty P = 0.045967
  occupation eigenvalues from 0.0227 to 0.9929
tests ok
```
